\section*{Discrete Berry phase of spinors along x, y and z}

\section{Problem}

A spin-1/2 particle has spin operator $\mathbf S=(\hbar/2)\boldsymbol\sigma$, where $\boldsymbol\sigma=(\sigma_x,\sigma_y,\sigma_z)$ are the Pauli matrices
\begin{equation}
\sigma_x=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad
\sigma_y=\begin{pmatrix}0&-i\\i&0\end{pmatrix},\quad
\sigma_z=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\end{equation}
For a unit vector $\mathbf n$, let $|\mathbf n\rangle$ be the normalized state with spin up along $\mathbf n$:
\begin{equation}
(\mathbf n\cdot\boldsymbol\sigma)|\mathbf n\rangle=+|\mathbf n\rangle .
\label{eq:eig}
\end{equation}
The corresponding eigenvalue of $\mathbf S\cdot\mathbf n$ is $+\hbar/2$. The factor $\hbar/2$ changes the eigenvalue but not the eigenvector, so $\hbar$ does not enter what follows.

Write $|x\rangle,|y\rangle,|z\rangle$ for the states along the three positive Cartesian axes. The discrete Berry phase of the closed list $x\to y\to z\to x$ is defined as
\begin{equation}
\gamma=-\operatorname{Im}\ln\bigl(\langle x|y\rangle\langle y|z\rangle\langle z|x\rangle\bigr).
\label{eq:def}
\end{equation}
Since $\ln(re^{i\chi})=\ln r+i\chi$, this is minus the argument of the product. An argument is fixed up to multiples of $2\pi$; we take the value between $-\pi$ and $\pi$.

\begin{enumerate}
\item Estimate $\gamma$ from the way the phase scales with the size of a small triangle of directions.
\item Compute $\gamma$ from the spinors, and compare its magnitude with half the solid angle of the octant whose corners are $x$, $y$ and $z$.
\item Three points are a very coarse sampling of a closed path. Decide whether the result is an approximation to the Berry phase of a continuous path and, if not, which path it belongs to.
\end{enumerate}

\section{A first estimate by scaling}

We need the spinor for a general direction. Let $\mathbf n$ have polar angle $\theta$ and azimuth $\phi$. Then
\begin{equation}
\mathbf n\cdot\boldsymbol\sigma=
\begin{pmatrix}\cos\theta&e^{-i\phi}\sin\theta\\ e^{i\phi}\sin\theta&-\cos\theta\end{pmatrix},
\qquad
|u(\theta,\phi)\rangle=\begin{pmatrix}\cos(\theta/2)\\ e^{i\phi}\sin(\theta/2)\end{pmatrix}.
\label{eq:u}
\end{equation}
The second expression solves \eqref{eq:eig}. The upper component of $(\mathbf n\cdot\boldsymbol\sigma)|u\rangle$ is
\begin{equation}
\cos\theta\cos\tfrac\theta2+\sin\theta\sin\tfrac\theta2=\cos\bigl(\theta-\tfrac\theta2\bigr)=\cos\tfrac\theta2,
\end{equation}
and the lower one is
\begin{equation}
e^{i\phi}\bigl(\sin\theta\cos\tfrac\theta2-\cos\theta\sin\tfrac\theta2\bigr)=e^{i\phi}\sin\tfrac\theta2 .
\end{equation}

Now consider a family of triangles with one corner at the $z$ axis. The other two directions are tilted from $z$ by an angle $\delta$, one towards $x$ and one towards $y$. Call their states $|1\rangle$ and $|2\rangle$. The two legs have length $\delta$ on the unit sphere and meet at a right angle. The triangle of the problem is the member with $\delta=\pi/2$.

For small $\delta$, equation \eqref{eq:u} with $\phi=0$ and $\phi=\pi/2$ gives
\begin{equation}
|1\rangle\approx\begin{pmatrix}1\\ \delta/2\end{pmatrix},\qquad
|2\rangle\approx\begin{pmatrix}1\\ i\delta/2\end{pmatrix},\qquad
|z\rangle=\begin{pmatrix}1\\0\end{pmatrix}.
\end{equation}
The neglected second-order terms in the upper components are real, so they do not affect the phase at order $\delta^2$. The overlaps with $|z\rangle$ are real and positive, and
\begin{equation}
\langle1|2\rangle\approx1+\frac{\delta}{2}\,\frac{i\delta}{2}=1+\frac{i\delta^2}{4}.
\end{equation}
The argument of the product is therefore $\delta^2/4$ to leading order, and
\begin{equation}
\gamma\approx-\frac{\delta^2}{4}=-\frac12\left(\frac{\delta^2}{2}\right).
\label{eq:small}
\end{equation}
To this order, halving the legs divides the phase by four. The bracket is the area of a flat right triangle with legs $\delta$, so the phase of this small triangle, taken in the order $1\to2\to z$, is minus half its area to leading order. The opposite order reverses the sign.

Extending this law to $\delta=\pi/2$, well outside its regime, gives the estimate
\begin{equation}
|\gamma|_{\rm est}=\frac14\left(\frac{\pi}{2}\right)^2=\frac{\pi^2}{16}\approx0.62\ \text{rad}.
\label{eq:est}
\end{equation}
We expect a negative phase somewhat below one radian in size.

\section{Exact solution}

\subsection{The product of overlaps}

Equation \eqref{eq:u} gives the three states. The $x$ axis has $\theta=\pi/2$, $\phi=0$; the $y$ axis has $\theta=\pi/2$, $\phi=\pi/2$; the $z$ axis has $\theta=0$. Hence
\begin{equation}
|x\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\1\end{pmatrix},\qquad
|y\rangle=\frac1{\sqrt2}\begin{pmatrix}1\\i\end{pmatrix},\qquad
|z\rangle=\begin{pmatrix}1\\0\end{pmatrix}.
\end{equation}

Equation \eqref{eq:eig} and normalization leave the overall phase of each state free. Suppose that each $|n\rangle$ is replaced by $e^{i\alpha_n}|n\rangle$. Then
\begin{equation}
\langle x|y\rangle\langle y|z\rangle\langle z|x\rangle\to
e^{i(\alpha_y-\alpha_x)}e^{i(\alpha_z-\alpha_y)}e^{i(\alpha_x-\alpha_z)}
\langle x|y\rangle\langle y|z\rangle\langle z|x\rangle ,
\end{equation}
and the exponents add to zero. Each state appears once as a bra and once as a ket, so its arbitrary phase cancels. The argument of a single overlap such as $\langle x|y\rangle$ does change, by $\alpha_y-\alpha_x$, and has no meaning by itself.

The components of a bra are complex conjugated. The overlaps are
\begin{align}
\langle x|y\rangle&=\tfrac12(1\cdot1+1\cdot i)=\tfrac12(1+i),\\
\langle y|z\rangle&=\tfrac1{\sqrt2}\bigl(1\cdot1+(-i)\cdot0\bigr)=\tfrac1{\sqrt2},\\
\langle z|x\rangle&=\tfrac1{\sqrt2}(1\cdot1+0\cdot1)=\tfrac1{\sqrt2}.
\end{align}
Their product is
\begin{equation}
\frac{1+i}{2}\,\frac1{\sqrt2}\,\frac1{\sqrt2}=\frac{1+i}{4}
=\frac{\sqrt2}{4}\,e^{i\pi/4},
\label{eq:prod}
\end{equation}
because $1+i$ has modulus $\sqrt2$ and equal, positive real and imaginary parts. In numbers, the product is $0.25+0.25i$, with modulus $0.3536$ and argument $0.7854$ rad. The definition \eqref{eq:def} reverses the sign of the argument:
\begin{equation}
\boxed{\gamma=-\frac{\pi}{4}=-0.7854\ \text{rad}=-45^\circ}
\label{eq:gamma}
\end{equation}

The product also has a direct physical reading. Take a spin in state $|x\rangle$ and pass it through ideal filters that project on $|z\rangle$, then $|y\rangle$, then $|x\rangle$. Reading the product from right to left, the amplitude for passing all three is $\langle x|y\rangle\langle y|z\rangle\langle z|x\rangle$. The probability is its squared modulus, $(\sqrt2/4)^2=1/8$. The spin returns to its initial state with the additional phase $-\gamma=+\pi/4$, which could be seen by interference with an unfiltered reference beam if no other phases are acquired.

\subsection{The octant}

The octant with corners $x,y,z$ is the part of the unit sphere with $0\le\theta\le\pi/2$ and $0\le\phi\le\pi/2$. Its solid angle is
\begin{equation}
\Omega=\int_0^{\pi/2}d\phi\int_0^{\pi/2}\sin\theta\,d\theta
=\frac\pi2\,\bigl[-\cos\theta\bigr]_0^{\pi/2}=\frac\pi2 .
\end{equation}
This is one eighth of $4\pi$, as it should be. Therefore $|\gamma|=\Omega/2$. Seen from outside the sphere, the order $x\to y\to z$ is counterclockwise. If we count the solid angle of a counterclockwise loop as positive, the relation with its sign is $\gamma=-\Omega/2$.

Reversing the order replaces every overlap by its complex conjugate, hence the product by its conjugate, and the phase becomes $+\pi/4$. The loop then encloses $-\pi/2$, so the signed relation still holds.

\subsection{The phase of the continuous path}

To see whether the agreement is accidental, consider a smooth path of normalized states. For neighbouring states,
\begin{equation}
\langle u|u+du\rangle=1+\langle u|du\rangle,\qquad
\ln\langle u|u+du\rangle\approx\langle u|du\rangle .
\end{equation}
Normalization requires $\langle du|u\rangle+\langle u|du\rangle=0$ to first order, so $\langle u|du\rangle$ is purely imaginary and $-\operatorname{Im}\langle u|du\rangle=i\langle u|du\rangle$. If a path is divided into $N$ steps, the neglected terms are of order $1/N^2$ each and at most of order $1/N$ in total, so they vanish as $N$ grows. In the limit $N\to\infty$ the discrete phase becomes
\begin{equation}
\gamma=\oint i\langle u|du\rangle ,
\label{eq:cont}
\end{equation}
modulo $2\pi$, provided that $|u\rangle$ is smooth along each edge, continuous at the corners and returns to itself.

For the spinor in \eqref{eq:u},
\begin{equation}
|du\rangle=\begin{pmatrix}-\tfrac12\sin(\theta/2)\,d\theta\\
e^{i\phi}\bigl[\tfrac12\cos(\theta/2)\,d\theta+i\sin(\theta/2)\,d\phi\bigr]\end{pmatrix}.
\end{equation}
In $\langle u|du\rangle$ the two $d\theta$ terms are $\mp\tfrac12\sin(\theta/2)\cos(\theta/2)\,d\theta$ and cancel. What remains is $i\sin^2(\theta/2)\,d\phi$, so that
\begin{equation}
i\langle u|du\rangle=-\sin^2\tfrac\theta2\,d\phi=-\tfrac12(1-\cos\theta)\,d\phi .
\label{eq:conn}
\end{equation}

Follow the boundary of the octant. On the equator from $x$ to $y$, $\theta=\pi/2$ and $\phi$ grows by $\pi/2$, which contributes $-\tfrac12\cdot\tfrac\pi2=-\pi/4$. On the meridians from $y$ to $z$ and from $z$ to $x$, $d\phi=0$ and the contribution is zero. The azimuth differs between the two meridians, but at $\theta=0$ the spinor is $(1,0)$ for every $\phi$, so there is no jump at the pole. The total is $-\pi/4$, the same as the three-point value.

The connection to area holds for other loops too. For a region that does not contain the south pole, Stokes' theorem gives
\begin{equation}
\oint(1-\cos\theta)\,d\phi=\iint\frac{\partial(1-\cos\theta)}{\partial\theta}\,d\theta\,d\phi
=\iint\sin\theta\,d\theta\,d\phi=\Omega ,
\end{equation}
with the boundary traversed counterclockwise. The north pole causes no trouble, since $1-\cos\theta$ vanishes there. With \eqref{eq:conn}, the continuous phase is
\begin{equation}
\gamma=-\frac\Omega2\pmod{2\pi}.
\label{eq:half}
\end{equation}
The south pole is excluded because the spinor \eqref{eq:u} tends to $(0,e^{i\phi})$ there, which depends on the direction of approach. This restricts the spinor, not the result: a common rotation of all directions changes neither the cyclic product nor $\Omega$, so the polar axis can be chosen with its south pole outside the region.

\subsection{Why three points suffice}

The continuous calculation used infinitely many states, the discrete one three. They agree because of a property of great circles. To derive it, write the cyclic product for any three directions with the projectors $P_{\mathbf n}=|\mathbf n\rangle\langle\mathbf n|$. These equal $\tfrac12(1+\mathbf n\cdot\boldsymbol\sigma)$, since this operator gives 1 on $|\mathbf n\rangle$ and 0 on the state with spin down along $\mathbf n$. Thus
\begin{equation}
\langle\mathbf a|\mathbf b\rangle\langle\mathbf b|\mathbf c\rangle\langle\mathbf c|\mathbf a\rangle
=\operatorname{Tr}(P_{\mathbf a}P_{\mathbf b}P_{\mathbf c})
=\tfrac18\operatorname{Tr}\bigl[(1+\mathbf a\cdot\boldsymbol\sigma)(1+\mathbf b\cdot\boldsymbol\sigma)(1+\mathbf c\cdot\boldsymbol\sigma)\bigr].
\end{equation}
The Pauli matrices obey $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$ and have zero trace. The unit matrix contributes $2$, single factors of $\boldsymbol\sigma$ contribute nothing, each pair contributes twice a scalar product, and the triple term contributes $2i(\mathbf a\times\mathbf b)\cdot\mathbf c$. Therefore
\begin{equation}
\langle\mathbf a|\mathbf b\rangle\langle\mathbf b|\mathbf c\rangle\langle\mathbf c|\mathbf a\rangle
=\tfrac14\bigl[1+\mathbf a\cdot\mathbf b+\mathbf b\cdot\mathbf c+\mathbf c\cdot\mathbf a+i\,\mathbf a\cdot(\mathbf b\times\mathbf c)\bigr].
\label{eq:trace}
\end{equation}
For the Cartesian axes the scalar products vanish and the triple product is 1, which returns $(1+i)/4$. For the three spin-down states all vectors change sign. The scalar products stay the same, the triple product is reversed, and the phase becomes $+\pi/4$.

Now let $\mathbf b$ lie on the great-circle arc from $\mathbf a$ to $\mathbf c$, at angle $\alpha$ from $\mathbf a$ and $\beta$ from $\mathbf c$, with $\alpha+\beta<\pi$. The three vectors are coplanar, so the triple product is zero. The real part follows from
\begin{align}
1+\cos(\alpha+\beta)&=2\cos^2\tfrac{\alpha+\beta}2,\\
\cos\alpha+\cos\beta&=2\cos\tfrac{\alpha+\beta}2\cos\tfrac{\alpha-\beta}2,\\
\cos\tfrac{\alpha+\beta}2+\cos\tfrac{\alpha-\beta}2&=2\cos\tfrac\alpha2\cos\tfrac\beta2 .
\end{align}
Adding the first two lines and using the third,
\begin{equation}
\langle\mathbf a|\mathbf b\rangle\langle\mathbf b|\mathbf c\rangle\langle\mathbf c|\mathbf a\rangle
=\cos\tfrac\alpha2\,\cos\tfrac\beta2\,\cos\tfrac{\alpha+\beta}2>0 .
\label{eq:arc}
\end{equation}
Since $\langle\mathbf c|\mathbf a\rangle$ is the conjugate of $\langle\mathbf a|\mathbf c\rangle$, a positive product means that $\langle\mathbf a|\mathbf b\rangle\langle\mathbf b|\mathbf c\rangle$ has the same argument as $\langle\mathbf a|\mathbf c\rangle$. Inserting $\mathbf b$ between $\mathbf a$ and $\mathbf c$ changes the modulus of the cyclic product but not its phase.

The insertion can be repeated on every edge until the steps are as small as we like. The discrete phase of the three corners is thus the continuous Berry phase of the path that joins them by the shorter great-circle arcs. In the numerical check, dividing each edge into 2, 10 or 100 segments gives $-0.7854$ rad each time. The triangle with corners along $(1,\,0.2,\,0.1)$, $(-0.3,\,1,\,0.4)$ and $(0.1,\,-0.2,\,1)$, whose sides are $93.0^\circ$, $81.5^\circ$ and $81.2^\circ$ and which has no right angle, gives $-0.6628$ rad for a solid angle of $1.3256$ sr, again minus one half.

\subsection{Where the argument stops}

A point on the arc leaves the phase unchanged, but a point off the great circle through its two neighbours does not: the triple product in \eqref{eq:trace} is then nonzero, so $\langle\mathbf a|\mathbf b\rangle\langle\mathbf b|\mathbf c\rangle$ and $\langle\mathbf a|\mathbf c\rangle$ have different arguments. As an example, insert the direction $\mathbf m=(1,1,1)/\sqrt3$ between $x$ and $y$. The arcs from $\mathbf m$ to the corners divide the octant into three triangles. They are congruent, because a rotation by $120^\circ$ about $\mathbf m$ permutes the axes. The loop $x\to\mathbf m\to y\to z\to x$ leaves out one of them, so
\begin{equation}
\Omega'=\frac23\cdot\frac\pi2=\frac\pi3,\qquad
\gamma'=-\frac{\Omega'}2=-\frac\pi6=-0.5236\ \text{rad}.
\end{equation}
The three-point result is therefore not the phase of an arbitrary path through $x$, $y$ and $z$. For a path that does not follow the great-circle arcs the corners alone are in general insufficient, and points along it must be added. The small circle about $\mathbf m$ through $x$, $y$ and $z$ is an example. It encloses $\Omega=2\pi(1-1/\sqrt3)$, so its phase is $-1.328$ rad, while 3, 6 and 30 equally spaced points on it give $-0.785$, $-1.211$ and $-1.323$ rad.

The condition $\alpha+\beta<\pi$ matters as well. Three directions spaced by $120^\circ$ on one great circle have scalar products $-\tfrac12$ and zero triple product. Equation \eqref{eq:trace} then gives $\tfrac14(1-\tfrac32)=-\tfrac18$, a phase of $\pi$ modulo $2\pi$. The arcs now go all the way round and enclose a hemisphere, with $\Omega/2=\pi$. Finally, if two neighbouring directions are opposite, their states are orthogonal, the product is zero and its phase is undefined. Correspondingly, opposite points are not joined by a unique shortest arc.

\section{Comparison of the estimate with the exact result}

The scaling law \eqref{eq:small} has the correct sign, and the estimate \eqref{eq:est} the correct order of magnitude. Its ratio to the exact magnitude is
\begin{equation}
\frac{\pi^2/16}{\pi/4}=\frac\pi4\approx0.785,
\end{equation}
so it is about 21\% too small relative to the exact value. That this ratio equals the number $|\gamma|$ follows from the estimate being the square of $\pi/4$; it has no further meaning.

The family of triangles used for the estimate can be solved for any $0<\delta<\pi$, which shows where the difference comes from. From \eqref{eq:u},
\begin{align}
\langle1|2\rangle&=\cos^2\tfrac\delta2+i\sin^2\tfrac\delta2,\\
\langle2|z\rangle&=\langle z|1\rangle=\cos\tfrac\delta2>0 .
\end{align}
The last two factors do not affect the phase, and
\begin{equation}
\gamma(\delta)=-\arctan\bigl(\tan^2\tfrac\delta2\bigr).
\label{eq:family}
\end{equation}
At $\delta=\pi/2$ the tangent is 1 and $\gamma=-\pi/4$. For small $\delta$, we use $\tan^2s=s^2+\tfrac23s^4+\dots$ with $s=\delta/2$. The cubic term of the arctangent first enters at order $s^6$, so
\begin{equation}
|\gamma(\delta)|=\frac{\delta^2}{4}\left(1+\frac{\delta^2}{6}+\dots\right).
\end{equation}
The leading term is the scaling law \eqref{eq:small}. The first correction is positive: on a sphere, a small right triangle with given legs has more area than its flat counterpart. At $\delta=\pi/2$ this first correction term alone, relative to the leading term, is $\pi^2/24\approx0.41$, which is not small, so the octant lies outside the regime where the leading term is accurate. The two-term formula is not accurate there either: the exact magnitude exceeds the leading term by $4/\pi-1\approx0.27$ of that term, so the higher-order terms together are negative at $\delta=\pi/2$.

The flat triangle with legs $\pi/2$ has area $\pi^2/8\approx1.23$, while the octant has $\pi/2\approx1.57$. Half of each gives the estimate and the exact magnitude. The factor one half found for small triangles thus carries over unchanged to the octant, and the whole error of the estimate lies in replacing a curved area by a flat one.

\section*{Calculated quantities}
\begin{verbatim}
overlap <x|y>: 0.500000 +0.500000 i (dimensionless)
overlap <y|z>: 0.707107 +0.000000 i (dimensionless)
overlap <z|x>: 0.707107 +0.000000 i (dimensionless)
cyclic product: 0.250000 +0.250000 i (dimensionless)
modulus of cyclic product: 0.353553 (dimensionless)
argument of cyclic product: 0.785398 rad
discrete Berry phase: -0.785398 rad
discrete Berry phase: -45.000000 degrees
octant solid angle by quadrature: 1.570796 sr
half the octant solid angle: 0.785398 rad
largest change under 20 random phase choices: 2.2e-16 rad
phase, reversed order x z y: 0.785398 rad
phase, spin-down states: 0.785398 rad
edge integral x to y: -0.785398 rad
edge integral y to z: 0.000000 rad (magnitude)
edge integral z to x: 0.000000 rad (magnitude)
phase with 2 segments per edge: -0.785398 rad
phase with 10 segments per edge: -0.785398 rad
phase with 100 segments per edge: -0.785398 rad
general triangle, phase: -0.662800 rad
general triangle, solid angle: 1.325600 sr
arc test, first partial angle: 0.500000 rad
arc test, second partial angle: 1.300000 rad
arc test, real part of product: 0.479470 (dimensionless)
off-arc point inserted, phase: -0.523599 rad
off-arc point inserted, solid angle: 1.047198 sr
\end{verbatim}
